\section*{Nitrogen fugacity equivalent to an ammonia–hydrogen nitriding atmosphere}

\section*{Problem}

Steel is nitrided at $T=773$ K in a gas of ammonia and hydrogen at a total pressure of 1 bar. The strength of the atmosphere is expressed by its nitriding potential
\begin{equation}
K_N=\frac{p_{\mathrm{NH_3}}}{p_{\mathrm{H_2}}^{3/2}},\qquad K_N=1\ \mathrm{bar}^{-1/2}.
\end{equation}

(a) Which fugacity $f$ of molecular nitrogen would give nitrogen in the solid the same chemical potential? Estimate it from molecular data and the formation enthalpy of ammonia.

(b) How does $f$ depend on $K_N$ and on temperature?

(c) How does $f$ compare with the pressure of nitrogen in the furnace, and with the pressure to which real nitrogen would have to be compressed?

(d) How far does $f$ fall if nitrogen escapes from the surface as N$_2$?

The data are rough. The formation enthalpy of ammonia at 298.15 K is $-46$ kJ/mol. The distances in H$_2$, N$_2$ and NH$_3$ are 0.074, 0.110 and 0.101 nm, and the H--N--H angle is $107^\circ$. The vibrational wavenumbers are 4200 cm$^{-1}$ for H$_2$, 2300 cm$^{-1}$ for N$_2$, and 950, 1600 (twice), 3300 and 3400 (twice) cm$^{-1}$ for NH$_3$.

\section*{Solution}

\subsection*{The equivalent fugacity}

Assume that the surface exchanges nitrogen with ammonia fast enough for
\begin{equation}
\mathrm{NH_3}\rightleftharpoons[\mathrm N]+\tfrac32\mathrm{H_2}
\end{equation}
to be in equilibrium, where $[\mathrm N]$ is nitrogen in the solid. Assume also that formation of N$_2$, in the gas or at the surface, is too slow to matter. Part (d) relaxes the second assumption at the surface. Equilibrium of the exchange requires
\begin{equation}
\mu_N=\mu_{\mathrm{NH_3}}-\tfrac32\mu_{\mathrm{H_2}} .
\end{equation}
The equivalent fugacity is defined by $\mu_N=\tfrac12\mu_{\mathrm{N_2}}(f)$. With the standard pressure $p^\circ=1$ bar, the furnace gases, taken as ideal, have $\mu_i=\mu_i^\circ+RT\ln(p_i/p^\circ)$. For nitrogen, $f$ replaces $p_i$ by the definition of fugacity. Equating the two expressions for $\mu_N$ gives
\begin{equation}
\tfrac12RT\ln\frac{f}{p^\circ}
=-\Delta G^\circ+RT\ln\frac{p_{\mathrm{NH_3}}/p^\circ}{(p_{\mathrm{H_2}}/p^\circ)^{3/2}},
\end{equation}
where $\Delta G^\circ=\tfrac12\mu^\circ_{\mathrm{N_2}}+\tfrac32\mu^\circ_{\mathrm{H_2}}-\mu^\circ_{\mathrm{NH_3}}$ belongs to the decomposition $\mathrm{NH_3}\to\tfrac12\mathrm{N_2}+\tfrac32\mathrm{H_2}$. The last fraction equals $K_N\sqrt{p^\circ}$. Writing $K=e^{-\Delta G^\circ/RT}$, dividing by $RT$ and exponentiating, one finds
\begin{equation}
\boxed{\,f=p^\circ\left(K\,K_N\sqrt{p^\circ}\right)^2\,}
\label{f}
\end{equation}
The square appears because one N$_2$ molecule supplies two nitrogen atoms. The solid has dropped out, so the result holds for any solid that meets the exchange assumption.

\subsection*{Standard chemical potentials}

For $N$ independent molecules, each with partition function $Q$, the canonical partition function is $Q^N/N!$. Stirling's formula then gives $\mu=-k_BT\ln(Q/N)$ per molecule. Separating translation from internal motion, $Q=Vq_{\rm int}/\lambda^3$, and using $V/N=k_BT/p$, we obtain per mole
\begin{equation}
\mu_i^\circ=E_i-RT\ln q_i,\qquad
q_i=\frac{k_BT}{p^\circ\lambda_i^3}\,q_{\rm rot}\,q_{\rm vib},
\end{equation}
where $E_i$ is the energy of the molecular ground state. The length $\lambda$ follows from the levels $h^2n^2/8mL^2$ of a box of side $L$. Replacing the sum by an integral,
\begin{equation}
\sum_{n\ge1}e^{-h^2n^2/8mL^2k_BT}\simeq\frac{L\sqrt{2\pi mk_BT}}{h}=\frac L\lambda .
\end{equation}

A linear rotor has levels $k_B\theta J(J+1)$ of degeneracy $2J+1$, with $\theta=\hbar^2/2Ik_B$ and $I$ the moment of inertia. The Euler--Maclaurin formula turns the level sum into $T/\theta+\tfrac13+O(\theta/T)$. Two identical nuclei restrict the combinations of rotation and nuclear spin. At high temperature this divides the sum by the symmetry number 2, once the common nuclear-spin factors, which cancel in the reaction, are left out. To the same order,
\begin{equation}
q_{\rm rot}=\frac{T}{2\theta}\,e^{\theta/3T}.
\end{equation}
The correction changes $\ln q$ noticeably for hydrogen, whose $\theta$ is 87.9 K; for nitrogen $\theta=2.86$ K.

For ammonia the classical integral suffices. The orientations contribute $8\pi^2$ and each angular-momentum component a Gaussian integral, so that
\begin{equation}
q_{\rm rot}=\frac{8\pi^2}{3h^3}\prod_{i=1}^3\sqrt{2\pi I_ik_BT}
=\frac{\sqrt\pi}{3}\sqrt{\frac{T^3}{\theta_1\theta_2\theta_3}} .
\end{equation}
The second form uses $2\pi I_ik_BT=\pi\hbar^2T/\theta_i$ and $h=2\pi\hbar$. The symmetry number 3 counts the rotations that permute the protons. The geometry gives $\theta_i=14.44$, 14.44 and 9.13 K. An explicit sum over the rotor levels with their nuclear-spin weights exceeds this formula by 0.38\,\%. Such rotational corrections hardly affect $f$. To leading order they multiply $q_i$ by $e^{c/T}$ with constant $c$, which acts like a shift $-Rc$ of the ground-state energy. Fixing the energy difference by the measured enthalpy, as is done below, absorbs this shift.

Each harmonic vibration, counted from its ground level, is a geometric series:
\begin{equation}
q_{\rm vib}=\prod_v\frac1{1-e^{-\theta_v/T}},\qquad
\theta_v=\frac{hc\tilde\nu_v}{k_B}.
\end{equation}
At 773 K the contributions to $\ln q$ are as follows.
\begin{center}
\begin{tabular}{lrrrr}
 & translation & rotation & vibration & $\ln q$\\
\hline
H$_2$ & 14.03 & 1.52 & 0.00 & 15.545\\
N$_2$ & 17.97 & 4.91 & 0.01 & 22.894\\
NH$_3$ & 17.23 & 5.67 & 0.30 & 23.198
\end{tabular}
\end{center}

\subsection*{The energy difference}

Set the ground-state energies of H$_2$ and N$_2$ to zero. That of NH$_3$ is then its formation energy $\Delta E_f$ at 0 K. To obtain it from the enthalpy at $T_r=298.15$ K, the thermal enthalpies must be removed. Since $h_i=RT^2\,d\ln q_i/dT$ at fixed $p^\circ$,
\begin{equation}
h_i=\tfrac52RT+h_{\rm rot}+R\sum_v\frac{\theta_v}{e^{\theta_v/T}-1},
\end{equation}
with $h_{\rm rot}=R(T-\theta/3)$ for a linear molecule and $\tfrac32RT$ for ammonia. In the combination $h_{\mathrm{NH_3}}-\tfrac12h_{\mathrm{N_2}}-\tfrac32h_{\mathrm{H_2}}$, the terms proportional to $RT_r$ add to $4-\tfrac12\cdot\tfrac72-\tfrac32\cdot\tfrac72=-3$, or $-7.44$ kJ/mol. The rotational corrections add 0.37 and the vibrations 0.13 kJ/mol. Hence
\begin{equation}
\Delta E_f=-46.0-(-7.44+0.37+0.13)\simeq-39.07\ \mathrm{kJ/mol},
\end{equation}
where the last digit comes from the unrounded terms. It also depends on the rotor formulas: explicit level sums for all three molecules give $-39.02$ kJ/mol, and they change the final $f$ by less than 1\,\%.

\subsection*{The number}

Inserting the chemical potentials in $\ln K=-\Delta G^\circ/RT$ gives
\begin{equation}
\ln K=\tfrac12\ln q_{\mathrm{N_2}}+\tfrac32\ln q_{\mathrm{H_2}}-\ln q_{\mathrm{NH_3}}+\frac{\Delta E_f}{RT}.
\label{lnK}
\end{equation}
The sign of the last term follows from the energy of decomposition, $-\Delta E_f>0$. With $RT=6.427$ kJ/mol,
\begin{align}
\ln K&=11.447+23.318-23.198-\frac{39.07}{6.427}\nonumber\\
&=11.567-6.079=5.488,
\end{align}
so $K=242$. Equation (\ref{f}) now answers part (a):
\begin{equation}
f=(242)^2\ \mathrm{bar}\simeq5.9\times10^4\ \mathrm{bar}\simeq5.9\ \mathrm{GPa}.
\end{equation}

The two parts of $\ln K$ show where this size comes from. Decomposition costs energy, which contributes $-6.1$, but it turns one molecule into two, and the partition functions contribute $+11.6$. Ammonia at these pressures is therefore far from stable, and the squaring in (\ref{f}) turns a constant of a few hundred into tens of thousands.

Because $f$ is an exponential, small errors in the data are magnified. A change $\delta$ in the formation enthalpy multiplies $f$ by $e^{2\delta/RT}$. For $\delta=\mp0.5$ kJ/mol the result is $5.0\times10^4$ or $6.8\times10^4$ bar. Lowering or raising the 950 cm$^{-1}$ umbrella mode by 5\,\% gives $5.6\times10^4$ or $6.1\times10^4$ bar. The rigid-rotor, harmonic model with these rough constants adds an error of similar size: tabulated heat capacities and entropies, used with the same formation enthalpy, give about $6.2\times10^4$ bar. Each of these changes, made separately, leaves the order of magnitude intact, but even the first digit is uncertain.

\subsection*{Dependence on potential and temperature}

At fixed temperature $f\propto K_N^2$. For the temperature dependence, differentiate (\ref{lnK}) and use the definition of $h_i$:
\begin{equation}
\frac{d\ln K}{dT}=\frac{\tfrac12h_{\mathrm{N_2}}+\tfrac32h_{\mathrm{H_2}}-h_{\mathrm{NH_3}}-\Delta E_f}{RT^2}
=\frac{\Delta H}{RT^2}.
\end{equation}
The decomposition enthalpy $\Delta H$ is 53.6 kJ/mol at 773 K. At fixed $K_N$,
\begin{equation}
\frac{d\ln f}{dT}=\frac{2\Delta H}{RT^2}
=\frac{2\times53.6}{6.427\times773\ \mathrm K}=0.022\ \mathrm{K}^{-1}.
\end{equation}
An error of $-10$ or $+10$ K thus changes $f$ to $4.7\times10^4$ or $7.2\times10^4$ bar. The following cases answer part (b).
\begin{center}
\begin{tabular}{ccc}
$T$ (K) & $K_N$ (bar$^{-1/2}$) & $f$ (bar)\\
\hline
723 & 1 & $1.9\times10^4$\\
773 & 0.1 & $5.9\times10^2$\\
773 & 1 & $5.9\times10^4$\\
823 & 1 & $1.6\times10^5$
\end{tabular}
\end{center}
The rise with temperature does not mean that a given supply of ammonia nitrides more strongly when hotter. The table holds $K_N$ fixed, whereas faster decomposition of ammonia would lower $K_N$ unless the gas supply were adjusted.

\subsection*{Fugacity, furnace pressure and mechanical pressure}

With $x=p_{\mathrm{H_2}}/\mathrm{bar}$, an NH$_3$--H$_2$ mixture at 1 bar and $K_N=1$ bar$^{-1/2}$ obeys $x+x^{3/2}=1$. Its partial pressures are 0.57 bar of hydrogen and 0.43 bar of ammonia. If the hydrogen instead comes from cracking part of an ammonia feed, each three molecules of H$_2$ bring one of N$_2$, and
\begin{equation}
\tfrac43x+x^{3/2}=1 .
\end{equation}
The gas then holds 0.49 bar of H$_2$, 0.34 bar of NH$_3$ and 0.16 bar of N$_2$. The equivalent fugacity is the same for both mixtures, since it depends on the gas through $K_N$ alone. In the second mixture it exceeds the actual nitrogen pressure by a factor of $3.6\times10^5$.

Such a ratio can persist only while the gas is kept from equilibrium. If cracked ammonia equilibrated fully at 1 bar, $f$ would equal $p_{\mathrm{N_2}}$, and (\ref{f}) would require $K_N=\sqrt{p_{\mathrm{N_2}}}/K$, with pressures in bar. Solving this together with the total pressure gives $K_N=0.0021$ bar$^{-1/2}$. The high fugacity therefore rests on the slow formation of N$_2$, not on any high pressure in the furnace.

Nor is $f$ the pressure needed to produce the same chemical potential with compressed nitrogen. Dense nitrogen is strongly repulsive, which raises its fugacity above its pressure. To estimate the effect, let $\rho$ be the molar density and $\eta$ the fraction of volume filled by spheres of diameter 0.34 nm. The Carnahan--Starling equation with a mean-field attraction $a$ reads
\begin{equation}
Z=\frac p{\rho RT}=\frac{1+\eta+\eta^2-\eta^3}{(1-\eta)^3}-\frac{a\rho}{RT},
\end{equation}
with the rough value $a=1.5\times10^6$ bar\,cm$^6$/mol$^2$. At constant temperature $d\ln f=dp/(\rho RT)=dZ+Z\,d\rho/\rho$. Integrating from the dilute gas, where $Z=1$ and $f=\rho RT$,
\begin{equation}
\ln\frac f{\rho RT}=Z-1+\int_0^\rho\frac{Z-1}{\rho'}\,d\rho' .
\end{equation}
The hard-sphere part of $Z-1$ is $(4\eta-2\eta^2)/(1-\eta)^3$. Since $\eta\propto\rho$, its integral is
\begin{equation}
\int_0^\eta\frac{4-2\eta'}{(1-\eta')^3}\,d\eta'
=\frac1{(1-\eta)^2}+\frac2{1-\eta}-3
=\frac{4\eta-7\eta^2+3\eta^3}{(1-\eta)^3}.
\end{equation}
The attraction contributes $-a\rho/RT$ twice, once from $Z-1$ and once from the integral. Altogether
\begin{equation}
\ln\frac f{\rho RT}=\frac{8\eta-9\eta^2+3\eta^3}{(1-\eta)^3}-\frac{2a\rho}{RT}.
\end{equation}
Setting $f=5.9\times10^4$ bar gives $\rho=0.024$ mol/cm$^3$ and $\eta=0.30$. In this model the pressure is then about $5\times10^3$ bar, roughly a tenth of the fugacity. Diameters of 0.33 and 0.35 nm give 5500 and 4800 bar: smaller molecules repel less and need more pressure to reach the same fugacity. This completes part (c). The ammonia atmosphere replaces nitrogen compressed to several kilobar, while its fugacity is tens of kilobar.

\subsection*{Loss of nitrogen from the surface}

Let $y$ be the nitrogen activity at the surface divided by its value in equilibrium with ammonia. For a dilute surface, supply from ammonia is independent of $y$, the reverse reaction with hydrogen is proportional to $y$, and pairwise desorption as N$_2$ is proportional to $y^2$. Let $r$ be the rate of nitrogen-atom loss by desorption, relative to supply, at $y=1$. Neglecting uptake by the solid and return of N$_2$, the steady state obeys
\begin{equation}
1-y-ry^2=0,\qquad y=\frac{\sqrt{1+4r}-1}{2r}.
\end{equation}
The surface fugacity is $y^2f$, because fugacity is proportional to the square of atomic activity. For $r\to0$ the ammonia value returns. For $r=0.1$, $y=0.92$ and the fugacity is $4.9\times10^4$ bar. For $r=1$, $y=0.62$ and it is $2.2\times10^4$ bar. It falls to $10^4$ bar at $r=3.4$.

For large $r$, $y\simeq1/\sqrt r$ and the surface fugacity tends to $f/r$. This decline ends when return of N$_2$ becomes important. Including it replaces $y^2$ in the loss term by $y^2-p_{\mathrm{N_2}}/f$, so that for $r\to\infty$ the surface fugacity becomes $p_{\mathrm{N_2}}$, as it must. With desorption, therefore, the answer to part (a) is an upper bound.

\subsection*{The real process}

The temperature, total pressure and nitriding potential chosen here lie in the regime of gas nitriding of steel near 500 $^\circ$C. The ideal-gas assumption is harmless there. With a rough second virial coefficient of $-50$ cm$^3$/mol for ammonia, the correction to $f$ is only a few tenths of a percent at most. Surface equilibrium with ammonia, by contrast, can fail appreciably. Desorption lowers the fugacity, but $r$ depends on the surface and is not predicted by this estimate. The numbers of part (d) also hold only for a dilute surface. Iron at 773 K forms a nitride layer once $K_N$ exceeds a few tenths of a bar$^{-1/2}$, so its surface is not dilute here. As an illustration, take a Langmuir surface of coverage $\vartheta$, with activity proportional to $\vartheta/(1-\vartheta)$, supply to $1-\vartheta$, the reverse reaction to $\vartheta$ and desorption to $\vartheta^2$. If $\vartheta=0.9$ at $y=1$, the fugacity is $1.6\times10^4$ bar at $r=1$ and $4.3\times10^3$ bar at $r=3.4$. The result of part (a) remains an upper bound. Nitrogen diffusing into the steel also lowers $y$. Whatever the cause, a surface activity 10\,\% below equilibrium lowers the fugacity by 19\,\%. Moreover, $K_N$ must be evaluated for the gas next to the steel, not for the gas at the furnace inlet.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 773 K; nitriding potential: 1.0 bar^-1/2
Input NH3 formation enthalpy, 298.15 K: -46.0 kJ/mol
Input distances HH, NN, NH: 0.074, 0.110, 0.101 nm
Input H-N-H angle: 107 degrees
Input wavenumbers H2: 4200 cm^-1
Input wavenumbers N2: 2300 cm^-1
Input wavenumbers NH3: 950 1600 1600 3300 3400 3400 cm^-1
Rotational temperatures H2: 87.88 87.88 K
Rotational temperatures N2: 2.86 2.86 K
Rotational temperatures NH3: 14.44 14.44 9.13 K
ln q at 1 bar, 773 K, H2: 15.5451
ln q at 1 bar, 773 K, N2: 22.8938
ln q at 1 bar, 773 K, NH3: 23.1977
NH3 rotor, level sum against formula: 0.38 %
NH3 formation energy at 0 K: -39.07 kJ/mol
Decomposition enthalpy at 773 K: 53.58 kJ/mol
RT at 773 K: 6.427 kJ/mol
ln K: 5.488; K: 241.9
Equivalent N2 fugacity: 5.851e+04 bar = 5.85 GPa
Fugacity at K_N = 0.1 bar^-1/2: 585 bar
Fugacity at 723 K, same K_N: 1.857e+04 bar
Fugacity at 823 K, same K_N: 1.618e+05 bar
NH3-H2 mixture: p(H2) 0.570, p(NH3) 0.430 bar
Cracked ammonia: p(H2) 0.492, p(NH3) 0.345, p(N2) 0.164 bar
Fugacity / actual N2 pressure: 3.57e+05
K_N at full gas equilibrium, 1 bar: 0.00207 bar^-1/2
Fugacity, enthalpy -/+ 0.5 kJ/mol: 5.008e+04, 6.836e+04 bar
Fugacity, umbrella mode -/+ 5 %: 5.590e+04, 6.093e+04 bar
Fugacity, temperature -/+ 10 K: 4.703e+04, 7.240e+04 bar
Input NH3 second virial coefficient: -50 cm^3/mol
Fugacity change from NH3 non-ideality: -0.067 %
Desorption ratio 0.1: activity factor 0.916, fugacity 4.910e+04 bar
Desorption ratio 1.0: activity factor 0.618, fugacity 2.235e+04 bar
Desorption ratio for fugacity 10^4 bar: 3.43
Input N2 diameter: 0.34 nm; attraction: 1.5e+06 bar cm^6/mol^2
Real N2 density: 0.0239 mol/cm^3; packing: 0.296
Real N2 pressure at this fugacity: 5126 bar
Same, diameter 0.33 and 0.35 nm: 5544, 4756 bar
\end{verbatim}
